# Exchange Velocity and Charge of Graphene's Dirac Electrons

## Problem

Electrons near a Dirac point of graphene have the Hamiltonian $H=v\,\boldsymbol\sigma\cdot\mathbf k$, with $N=4$ flavours (two spins, two valleys). They repel through the instantaneous potential
$$V(q)=\frac{2\pi g}{q},\qquad g=\frac{e^2}{\kappa},\qquad \alpha_g=\frac{g}{v},$$
where $\kappa$ is the dielectric constant of the surroundings. Atomic units are used, so $\hbar=1$. The layer is neutral and at zero temperature, and the uniform background cancels the Hartree term. Occupied states are kept for $|\mathbf q|<\Lambda$, and $k\ll\Lambda$.

(a) To first order in $V$, find the velocity $v(k)$, defined as the energy measured from the Dirac point divided by $k$, including the constant beside any logarithm.

(b) Does the charge acquire a logarithm of the cutoff at one loop?

(c) Evaluate the result for $v=0.4$, $\kappa=5$, $\Lambda=0.5$. These are round model parameters.

## A tempting solution

Exchange with the filled lower band gives a term $\boldsymbol\sigma\cdot\mathbf S$, where, with $\mathbf p=\mathbf q-\mathbf k$,
$$\mathbf S=\frac{g}{4\pi}\int\frac{d^2p}{p}\,\frac{\mathbf k+\mathbf p}{|\mathbf k+\mathbf p|}.$$
A logarithm must come from $p\gg k$, where $|\mathbf k+\mathbf p|\approx p$. The fraction becomes $\hat{\mathbf p}+\mathbf k/p$, and $\hat{\mathbf p}$ averages to zero. What remains is
$$\mathbf S\approx\frac{g\,\mathbf k}{4\pi}\int_k^\Lambda\frac{2\pi p\,dp}{p^2}=\frac{g\,\mathbf k}{2}\ln\frac{\Lambda}{k},$$
so the velocity would be $v[1+(\alpha_g/2)\ln(\Lambda/k)]$.

As for the charge, the static polarization must be proportional to $-q/v$ on dimensional grounds. The inverse potential $q/(2\pi g)$ has the same form, so polarization would renormalize $e^2$, and the charge would run.

## Where it fails

The starting integral is right, but its expansion is inconsistent. The denominator also changes at first order in $k/p$:
$$\frac1{|\mathbf k+\mathbf p|}=\frac1p\left(1-\frac{\mathbf k\cdot\hat{\mathbf p}}{p}+\dots\right).$$
This correction multiplies the large vector $\mathbf p$, so it is as large as the term that was kept:
$$\frac{\mathbf k+\mathbf p}{|\mathbf k+\mathbf p|}=\hat{\mathbf p}+\frac{\mathbf k-\hat{\mathbf p}(\hat{\mathbf p}\cdot\mathbf k)}{p}+\dots$$
A unit vector can turn but cannot lengthen, so the component of $\mathbf k$ along $\hat{\mathbf p}$ drops out. In two dimensions $\hat p_i\hat p_j$ averages to $\delta_{ij}/2$, which halves the logarithm.

The second argument confuses a finite factor with running. If the polarization and the inverse potential are both proportional to $q$, their ratio is the same at every $q$. A running charge would need an additional $\ln(\Lambda/q)$, whose absence has to be shown.

## Solution of (a)

**The exchange matrix.** The propagator is
$$G(\mathbf q,i\nu)=\sum_{s=\pm}\frac{P_s(\mathbf q)}{i\nu-svq},\qquad P_\pm=\frac{1\pm\boldsymbol\sigma\cdot\hat{\mathbf q}}2 .$$
With $z=i\nu$, the integral $\int\frac{d\nu}{2\pi}\,e^{i\nu0^+}/(i\nu-\epsilon)$ can be closed in the left half-plane. It equals 1 for $\epsilon<0$ and 0 for $\epsilon>0$, so
$$\Sigma(\mathbf k)=-\int\frac{d^2q}{(2\pi)^2}V(\mathbf k-\mathbf q)\,P_-(\mathbf q)=\Sigma_0+\Sigma_1\,\boldsymbol\sigma\cdot\hat{\mathbf k}.$$
Reflection about $\mathbf k$ removes any component transverse to it. An instantaneous potential carries no frequency, so $\Sigma$ is independent of frequency and the quasiparticle weight stays $Z=1$.

The scalar part is $\Sigma_0=-(g/4\pi)\int d^2q/|\mathbf k-\mathbf q|$. In polar coordinates centred on $\mathbf k$ the area element cancels the denominator, leaving the distance to the edge integrated over angle:
$$\Sigma_0=-\frac g{4\pi}\int_0^{2\pi}\!d\theta\left(\sqrt{\Lambda^2-k^2\sin^2\theta}-k\cos\theta\right)\approx-\frac{g\Lambda}{2}\left(1-\frac{k^2}{4\Lambda^2}\right).$$
Its constant part shifts the Dirac point. The rest is $+gk^2/(8\Lambda)$. It shifts both bands alike and so changes $|E|/k$, with $E$ measured from the shifted Dirac point, by $+gk/(8\Lambda)$ in the upper band and $-gk/(8\Lambda)$ in the lower, a term that vanishes with $k/\Lambda$. The velocity therefore comes from
$$\Sigma_1=\frac{g}{4\pi}J,\qquad J=\int d^2q\,\frac{\hat{\mathbf k}\cdot\hat{\mathbf q}}{|\mathbf k-\mathbf q|}.$$

**The integral.** Put $\mathbf k$ along $x$ and use elliptic coordinates with foci at $0$ and $\mathbf k$:
$$q_x=\tfrac k2(1+\cosh\mu\cos\eta),\qquad q_y=\tfrac k2\sinh\mu\sin\eta .$$
Then
$$|\mathbf q|=\tfrac k2(\cosh\mu+\cos\eta),\qquad |\mathbf q-\mathbf k|=\tfrac k2(\cosh\mu-\cos\eta),$$
$$d^2q=\tfrac{k^2}4(\cosh^2\mu-\cos^2\eta)\,d\mu\,d\eta=|\mathbf q|\,|\mathbf q-\mathbf k|\,d\mu\,d\eta .$$
Since $\hat{\mathbf k}\cdot\hat{\mathbf q}=q_x/|\mathbf q|$, both denominators cancel. First take the elliptic region $|\mathbf q|+|\mathbf q-\mathbf k|=k\cosh\mu<2\Lambda$. The term with $\cos\eta$ integrates to zero, and
$$J_{\rm ell}=\frac k2\int_0^{\mu_{\max}}\!d\mu\int_0^{2\pi}\!d\eta\,(1+\cosh\mu\cos\eta)=\pi k\,\mathrm{arccosh}\frac{2\Lambda}{k}.$$
Because $\mathrm{arccosh}\,x=\ln(x+\sqrt{x^2-1})\to\ln 2x$, this tends to $\pi k\ln(4\Lambda/k)$.

The required region is the disk $|\mathbf q|<\Lambda$. With $\theta$ the angle from $\mathbf k$, $|\mathbf q-\mathbf k|\approx|\mathbf q|-k\cos\theta$ far away, so the ellipse lies at $|\mathbf q|\approx\Lambda+\frac k2\cos\theta$. The strip between the two boundaries has area element $\Lambda\,d\theta\,\frac k2\cos\theta$ and integrand $\cos\theta/\Lambda$. It contributes $\frac k2\int\cos^2\theta\,d\theta=\pi k/2$, which must be subtracted:
$$J=\pi k\left[\ln\frac{4\Lambda}k-\frac12\right].$$

The next correction to $J$, which is smaller than the scalar term $gk/(8\Lambda)$ dropped above, follows from the contribution of the disk's edge:
$$\frac{dJ}{d\Lambda}=\int_0^{2\pi}\!\frac{\cos\theta\,d\theta}{\sqrt{1-2x\cos\theta+x^2}},\qquad x=\frac k\Lambda .$$
In the Legendre expansion of the root, $P_1$ gives $\pi x$, and $P_3=(5\cos^3\theta-3\cos\theta)/2$ gives $\frac12\left(\frac{15\pi}4-3\pi\right)x^3=\frac{3\pi}8x^3$. Integration over $\Lambda$ turns the latter into $-3k^2/(16\Lambda^2)$ inside the bracket.

The dressed bands are $\Sigma_0\pm(vk+\Sigma_1)$, with $\Sigma_1=gJ/4\pi$. Dropping the terms that vanish with $k/\Lambda$,
$$v(k)=v\left\{1+\frac{\alpha_g}4\left[\ln\frac{4\Lambda}k-\frac12\right]\right\},$$
whose leading logarithm is
$$v(k)\simeq v\left[1+\frac{\alpha_g}{4}\ln\frac{\Lambda}{k}\right].$$

**What the constant means.** If the transferred momentum is cut off instead, $|\mathbf q-\mathbf k|<\Lambda$, the boundary lies at $|\mathbf q|\approx\Lambda+k\cos\theta$. The same strip argument adds $\pi k$ to the disk result, so the constant becomes $\ln4+\frac12$. The group velocity $dE/dk$ with the original cutoff has $\ln4-\frac32$, because differentiating $k\ln(1/k)$ produces an extra $-1$. The coefficient of the logarithm is unchanged in each case, and a constant can be absorbed into $\Lambda$.

The result is also self-consistent within Hartree–Fock theory. $\Sigma$ depends on the bands through $P_-(\mathbf q)$ alone, and a larger positive velocity leaves that projector unchanged, provided the scalar part keeps the lower band below the Dirac point, as it does at $\alpha_g=0.5$. This makes the massless state one Hartree–Fock solution; it does not show that it is the lowest. With the unscreened potential and this cutoff it is stable against a mass term $\propto\sigma_z$ at $\alpha_g=0.5$ but becomes unstable once $\alpha_g$ exceeds roughly 1.2.

**A doped layer.** Suppose that the upper band is filled up to $k_F$ and the interaction is left unscreened. For $q<k_F$ both bands are occupied and $P_++P_-=1$, so these states add nothing to $\Sigma_1$. For $k\ll k_F$ the integral starts at $k_F$, and the term $\pi x$ above gives $v[1+(\alpha_g/4)\ln(\Lambda/k_F)]$. The doubly occupied states add to the scalar part a $k$-dependent term of order $gk^2/k_F$, negligible beside $gk$ in this range. Well below $k_F$ the logarithm therefore no longer grows as $k$ decreases; the region $k\approx k_F$ is not covered by this estimate.

## Solution of (b)

The charge could change through $Z$, the charge vertex or the polarization. The first is settled, since $Z=1$.

**Vertex.** A static vertex $M$ with momentum transfer $\mathbf q$ receives the correction
$$\delta\Gamma=-\int\frac{d^2p}{(2\pi)^2}V(\mathbf k-\mathbf p)\int\frac{d\nu}{2\pi}\,G(\mathbf p,i\nu)\,M\,G(\mathbf p',i\nu),\qquad \mathbf p'=\mathbf p+\mathbf q .$$
If both poles have energies of the same sign, the frequency contour can be closed on the other side and gives zero. Opposite signs give $-1/[v(p+p')]$. For the charge vertex, $M=1$, the accompanying matrix is
$$P_+P_-'+P_-P_+'=\tfrac12\left[1-\hat{\mathbf p}\cdot\hat{\mathbf p}'-i\sigma_z(\hat{\mathbf p}\times\hat{\mathbf p}')_z\right].$$
It vanishes at $\mathbf q=0$. For $p\gg q$ the first part is of order $q^2/p^2$. The cross product is of order $q/p$, but this leading term is odd in $\mathbf p$ and averages to zero, which costs another power of $1/p$. With $d^2p\,V/(vp)\propto dp/p$, the large-momentum integrand falls as $dp/p^3$. There is no logarithm of the cutoff.

The current vertex behaves differently. For $M=\sigma_x$ and $\mathbf q=0$ the matrix is $\sigma_x-\hat p_x\,\boldsymbol\sigma\cdot\hat{\mathbf p}$, with angular average $\sigma_x/2$. For $p\gg k$,
$$\delta\Gamma_x=\sigma_x\int\frac{2\pi p\,dp}{(2\pi)^2}\,\frac{2\pi g}{p}\,\frac1{2vp}\,\frac12=\sigma_x\frac{\alpha_g}4\int\frac{dp}p .$$
This is the logarithm of the velocity again, as it should be: a uniform static vector potential shifts $\mathbf k$, so the logarithm in the current vertex must match the one in the slope of the dressed Hamiltonian. The constants beside the logarithms can differ, because the cutoff $|\mathbf q|<\Lambda$ does not shift with $\mathbf k$.

**Polarization.** The static density response is
$$\Pi(q)=N\int\frac{d^2p}{(2\pi)^2}\int\frac{d\nu}{2\pi}\,\mathrm{tr}\,GG'=-N\int\frac{d^2p}{(2\pi)^2}\frac{1-\hat{\mathbf p}\cdot\hat{\mathbf p}'}{v(p+p')} .$$
Take elliptic coordinates with foci at $0$ and $-\mathbf q$. Then $p+p'=q\cosh\mu$, $d^2p=pp'\,d\mu\,d\eta$, and from $q^2=p^2+p'^2-2\mathbf p\cdot\mathbf p'$,
$$1-\hat{\mathbf p}\cdot\hat{\mathbf p}'=\frac{q^2-(p-p')^2}{2pp'}=\frac{q^2\sin^2\eta}{2pp'} .$$
Therefore
$$\Pi(q)=-\frac{Nq}{8\pi^2v}\int_0^{2\pi}\!\sin^2\eta\,d\eta\int_0^\infty\!\frac{d\mu}{\cosh\mu}=-\frac{Nq}{8\pi^2v}\,\pi\,\frac\pi2=-\frac{Nq}{16v}.$$
The integral converges. Momenta beyond $\Lambda$ contribute
$$-N\int_\Lambda^\infty\!\frac{p\,dp}{4\pi^2}\int_0^{2\pi}\!d\theta\,\frac{q^2\sin^2\theta}{2p^2}\,\frac1{2vp}=-\frac{Nq^2}{16\pi v\Lambda},$$
which disappears as $\Lambda\to\infty$. At imaginary frequency $i\omega$, with $S=v(p+p')$, the factor $1/S$ becomes $S/(S^2+\omega^2)$, which is no larger, so convergence persists.

Summing the bubbles gives the inverse static interaction
$$V^{-1}-\Pi=\frac q{2\pi g}\left(1+\frac{\pi N\alpha_g}8\right).$$
For $q\ll\Lambda$, and with the bare velocity in the bubble, the electrons add a finite dielectric factor that does not depend on $q$. The charge thus has no logarithm at this order, and $g$ stays fixed while $v$ grows. With $l=\ln(\Lambda/k)$,
$$\alpha_g(k)=\frac g{v(k)}=\frac{\alpha_g}{1+\alpha_gl/4},\qquad\frac{d\alpha_g(k)}{dl}=-\frac{\alpha_g(k)^2}4 .$$
The coupling weakens because the electrons move faster.

## Solution of (c)

Here $g=1/5=0.2$ and $\alpha_g=0.2/0.4=0.5$. At $k=\Lambda/1000$ the leading logarithm gives
$$v(k)=0.4\,[1+0.125\times6.908]=0.745,$$
and with the constant the bracket is 7.794, so
$$v(k)=0.4\,[1+0.125\times7.794]=0.790\ \text{a.u.}=1.73\times10^6\ \text{m/s}.$$
The bare velocity is $8.75\times10^5$ m/s.

| $\Lambda/k$ | $v(k)$, logarithm alone (a.u.) | $v(k)$, with constant (a.u.) | $\alpha_g(k)$, logarithm alone |
|---|---|---|---|
| 10 | 0.515 | 0.559 | 0.388 |
| 100 | 0.630 | 0.675 | 0.317 |
| 1000 | 0.745 | 0.790 | 0.268 |

The table omits the scalar term $\pm gk/(8\Lambda)$. It is 0.0025 at $\Lambda/k=10$, where it would turn 0.559 into 0.562 for the upper band and 0.557 for the lower, and it falls tenfold with each following row. The numerical output gives the bracket from direct summation over occupied states. Between the last two momenta it rises by 1.00001 per unit of $\ln(\Lambda/k)$; the tempting solution would require 2. At $\Lambda/k=10$ it lies 0.00188 below $\ln(4\Lambda/k)-\frac12$, in agreement with $3k^2/(16\Lambda^2)=0.001875$. Doubling the momentum of a distant shell reduces its charge-vertex correction by a factor of 4.00, as an integrand $dp/p^3$ requires.

Two numbers limit the physical reading. At the smallest momentum the correction nearly equals the bare velocity, and the screening factor is 1.79, far from 1. First-order exchange omits both this screening and other correlation effects, so these velocities illustrate the logarithm and are not quantitative predictions for graphene.

## Computed results

```
bare velocity v = 0.4000 a.u. = 8.7508e+05 m/s
background dielectric constant kappa = 5.0
g = e^2/kappa = 0.2000 a.u.
coupling alpha_g = 0.5000
cutoff Lambda = 0.5000 1/bohr; flavours N = 4
--- Lambda/k = 10, k = 0.05000 1/bohr
ln(Lambda/k) = 2.30259
computed bracket = 3.186999
ln(4 Lambda/k) - 1/2 = 3.188879
scalar self-energy = -0.049875 hartree
leading-log velocity = 0.51513 a.u.
velocity with constant = 0.55935 a.u.
leading-log coupling = 0.38825
--- Lambda/k = 100, k = 0.00500 1/bohr
ln(Lambda/k) = 4.60517
computed bracket = 5.491446
ln(4 Lambda/k) - 1/2 = 5.491465
scalar self-energy = -0.049999 hartree
leading-log velocity = 0.63026 a.u.
velocity with constant = 0.67457 a.u.
leading-log coupling = 0.31733
--- Lambda/k = 1000, k = 0.00050 1/bohr
ln(Lambda/k) = 6.90776
computed bracket = 7.794049
ln(4 Lambda/k) - 1/2 = 7.794050
scalar self-energy = -0.050000 hartree
leading-log velocity = 0.74539 a.u.
velocity with constant = 0.78970 a.u.
leading-log coupling = 0.26832
---
velocity with constant, last k = 1.7276e+06 m/s
slope of bracket per unit ln(Lambda/k) = 1.000008
elliptic cutoff, Lambda/k = 2: bracket = 2.063437
arccosh(4) = 2.063437
transfer cutoff, Lambda/k = 100: bracket = 6.49146
group-velocity bracket, Lambda/k = 100: 4.49142
current vertex per doubling = 0.086643
(alpha_g/4) ln 2 = 0.086643
charge vertex shell at 1 1/bohr = 1.657e-06
charge vertex shell at 2 1/bohr = 4.143e-07
ratio of the charge shells = 3.9999
-Pi v/(N q), cutoff 20 q = 0.061505
-Pi v/(N q), cutoff 40 q = 0.062003
-Pi v/(N q), cutoff removed = 0.062500
static screening factor = 1.7854
coupling from flow equation, last k = 0.26832
```
